# Counterpoise correction and monomer relaxation in the hydrogen fluoride dimer: a program that tests the result

```python
"""
HF dimer: counterpoise-corrected binding and monomer relaxation, RHF level.

Result under test, for donor A and acceptor B:
  delta = sum_X [E_X(own basis) - E_X(dimer basis)]       at dimer geometry
  E_def = sum_X [E_X(dimer geometry) - E_X(free geometry)] in own basis
  D_raw = 2 E_free - E_dimer,   D_CP = D_raw - delta
with delta > 0, E_def close to k/2 * sum(stretch^2), and delta > E_def.
Internal coordinates x = (r_donor, r_acceptor, R_FF, a, b), in bohr and
radians; a and b are the angles of the two F->H bonds from the F-F axis.
Energies inside the program are in hartree unless converted.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from pyscf import gto, scf, mp, lib
from pyscf.hessian import rhf as rhf_hessian

lib.num_threads(1)
EH = sc.physical_constants["Hartree energy"][0]
A0 = sc.physical_constants["Bohr radius"][0]
KJ = EH * sc.N_A / 1000.0
PM = A0 * 1e12
MEV = 1e6 / (sc.N_A * sc.e)          # meV per (kJ/mol)


def rhf(atoms, basis, dm0=None):
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel(dm0)
    assert mf.converged
    return mf


def dimer_atoms(x, ghost=None):
    r1, r2, R, a, b = x
    pos = [(0.0, 0.0, 0.0), (r1 * np.cos(a), r1 * np.sin(a), 0.0),
           (R, 0.0, 0.0), (R + r2 * np.cos(b), r2 * np.sin(b), 0.0)]
    names = ["F", "H", "F", "H"]
    if ghost == "donor":
        names[:2] = ["ghost-F", "ghost-H"]
    if ghost == "acceptor":
        names[2:] = ["ghost-F", "ghost-H"]
    return [[n, p] for n, p in zip(names, pos)]


def internal_gradient(x, g):
    r1, r2, R, a, b = x
    along = lambda t: np.array([np.cos(t), np.sin(t), 0.0])
    across = lambda t: np.array([-np.sin(t), np.cos(t), 0.0])
    return np.array([g[1] @ along(a), g[3] @ along(b), g[2, 0] + g[3, 0],
                     r1 * (g[1] @ across(a)), r2 * (g[3] @ across(b))])


def relax_dimer(basis, x, B):
    """Quasi-Newton search; B is the approximate Hessian, returned updated."""
    dm, x_old, g_old = None, None, None
    for _ in range(30):
        mf = rhf(dimer_atoms(x), basis, dm)
        dm = mf.make_rdm1()
        g = internal_gradient(x, mf.nuc_grad_method().kernel())
        if x_old is not None:
            s, y = x - x_old, g - g_old
            if s @ y > 1e-12:
                Bs = B @ s
                B = B + np.outer(y, y) / (s @ y) - np.outer(Bs, Bs) / (s @ Bs)
        if np.abs(g).max() < 6e-5:
            return x, B, mf
        step = -np.linalg.solve(B, g)
        step *= min(1.0, 0.25 / np.abs(step).max())
        x_old, g_old, x = x, g, x + step
    raise AssertionError("dimer geometry did not converge")


def free_atoms(r):
    return [["F", (0.0, 0.0, 0.0)], ["H", (r, 0.0, 0.0)]]


def relax_monomer(basis):
    slope = lambda r: rhf(free_atoms(r), basis).nuc_grad_method().kernel()[1, 0]
    r = brentq(slope, 1.60, 1.85, xtol=1e-7)
    h = 0.02
    mf = rhf(free_atoms(r), basis)
    k = (rhf(free_atoms(r + h), basis).e_tot
         + rhf(free_atoms(r - h), basis).e_tot - 2 * mf.e_tot) / h**2
    return r, k, mf


def pieces(x, basis, dimer=None):
    """Dimer, donor and acceptor in own basis, then both in dimer basis."""
    atoms = dimer_atoms(x)
    return [dimer or rhf(atoms, basis), rhf(atoms[:2], basis),
            rhf(atoms[2:], basis), rhf(dimer_atoms(x, "acceptor"), basis),
            rhf(dimer_atoms(x, "donor"), basis)]


def interaction(E):
    """Raw interaction, counterpoise interaction, superposition error."""
    return E[0] - E[1] - E[2], E[0] - E[3] - E[4], E[1] + E[2] - E[3] - E[4]


def explicit_donor_scf(mol, dm_own):
    """Roothaan loop: dimer basis, but only the donor's nuclei/electrons."""
    S, h = mol.intor("int1e_ovlp"), mol.intor("int1e_kin")
    for i in (0, 1):
        with mol.with_rinv_origin(mol.atom_coord(i)):
            h = h - mol.atom_charge(i) * mol.intor("int1e_rinv")
    eri = mol.intor("int2e")
    distance = np.linalg.norm(mol.atom_coord(0) - mol.atom_coord(1))
    repulsion = mol.atom_charge(0) * mol.atom_charge(1) / distance
    w, U = np.linalg.eigh(S)
    X = U / np.sqrt(w)
    n = len(dm_own)
    D = np.zeros_like(S)
    D[:n, :n] = dm_own
    energies = []
    for _ in range(80):
        F = (h + np.einsum("ijkl,kl->ij", eri, D)
             - 0.5 * np.einsum("ikjl,kl->ij", eri, D))
        energies.append(0.5 * np.sum(D * (h + F)) + repulsion)
        C = X @ np.linalg.eigh(X.T @ F @ X)[1][:, :5]
        D = 0.7 * (2 * C @ C.T) + 0.3 * D
    return energies[0], energies[-1]


def vibrations(mf, count):
    """Harmonic angular frequencies in atomic units."""
    H = rhf_hessian.Hessian(mf).kernel()
    n = mf.mol.natm
    H = H.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)
    m = np.repeat(mf.mol.atom_mass_list(isotope_avg=True), 3)
    m = m * sc.atomic_mass / sc.m_e
    ev = np.linalg.eigvalsh(H / np.sqrt(np.outer(m, m)))
    assert ev[-count] > 0
    assert np.abs(ev[:-count]).max() < 0.2 * ev[-count]
    return np.sqrt(ev[-count:])


def thermal_gibbs(mol, omega, T, p):
    """Rigid-rotor harmonic free energy above the well bottom, kJ/mol."""
    m = mol.atom_mass_list(isotope_avg=True) * sc.atomic_mass
    r = mol.atom_coords() * A0
    r = r - m @ r / m.sum()
    inertia = np.eye(3) * np.sum(m * np.sum(r**2, axis=1)) - (r.T * m) @ r
    I = np.linalg.eigvalsh(inertia)
    q_tr = (2 * np.pi * m.sum() * sc.k * T / sc.h**2)**1.5 * sc.k * T / p
    if mol.natm == 2:
        q_rot = 2 * I[-1] * sc.k * T / sc.hbar**2
    else:
        q_rot = np.sqrt(np.pi * np.prod(2 * I * sc.k * T / sc.hbar**2))
    u = omega * EH / (sc.k * T)
    ln_q_vib = np.sum(-u / 2 - np.log1p(-np.exp(-u)))
    return -sc.R * T * (np.log(q_tr * q_rot) + ln_q_vib) / 1000


print(f"1 hartree = {KJ:.4f} kJ/mol")
x = np.array([1.71, 1.71, 5.20, -0.12, 1.10])
B = np.diag([0.65, 0.65, 0.010, 0.027, 0.006])
data = {}
for basis in ("cc-pvdz", "aug-cc-pvdz"):
    r_free, k, mono = relax_monomer(basis)
    x, B, dimer = relax_dimer(basis, x, B)
    parts = pieces(x, basis, dimer)
    E = [p.e_tot for p in parts]
    raw, cp, delta = interaction(E)
    stretch = x[:2] - r_free
    E_def = E[1] + E[2] - 2 * mono.e_tot
    harmonic = 0.5 * k * np.sum(stretch**2)
    D_raw = 2 * mono.e_tot - E[0]
    D_cp = D_raw - delta
    assert E[1] > E[3] and E[2] > E[4]
    assert E_def > 0 and abs(harmonic / E_def - 1) < 0.05
    assert delta > E_def and D_cp > 0
    E_mp2 = [p.e_tot + mp.MP2(p, frozen=f).run().e_corr
             for p, f in zip(parts, (2, 1, 1, 1, 1))]
    raw2, cp2, delta2 = interaction(E_mp2)
    data[basis] = dict(x=x.copy(), r=r_free, k=k, mono=mono, parts=parts,
                       E=E, cp=cp, delta=delta, D_raw=D_raw, D_cp=D_cp)
    print(f"--- {basis}: {dimer.mol.nao} dimer functions")
    print(f"free bond {r_free*PM:.3f} pm, k = {k*EH/A0**2:.1f} N/m")
    print(f"stretch donor {stretch[0]*PM:.3f}, acceptor {stretch[1]*PM:.3f} pm")
    print(f"F-F distance {x[2]*PM:.1f} pm")
    print(f"donor H off axis {abs(np.degrees(x[3])):.1f} deg")
    print(f"acceptor angle F-F-H {180-abs(np.degrees(x[4])):.1f} deg")
    print(f"E free monomer          {mono.e_tot:.8f} hartree")
    for name, value in zip(("dimer                 ", "donor, own basis      ",
                            "acceptor, own basis   ", "donor, dimer basis    ",
                            "acceptor, dimer basis "), E):
        print(f"E {name}{value:.8f} hartree")
    print(f"rigid interaction raw {raw*KJ:.3f}, CP {cp*KJ:.3f} kJ/mol")
    print(f"delta donor {(E[1]-E[3])*KJ:.3f}, "
          f"acceptor {(E[2]-E[4])*KJ:.3f} kJ/mol")
    print(f"delta total {delta*KJ:.3f} kJ/mol")
    print(f"E_def {E_def*KJ:.4f}, harmonic {harmonic*KJ:.4f} kJ/mol")
    print(f"ratio delta/E_def {delta/E_def:.1f}")
    print(f"D_raw {D_raw*KJ:.3f} kJ/mol = {D_raw*KJ*MEV:.1f} meV")
    print(f"D_CP  {D_cp*KJ:.3f} kJ/mol = {D_cp*KJ*MEV:.1f} meV")
    print(f"MP2 rigid interaction raw {raw2*KJ:.2f}, CP {cp2*KJ:.2f} kJ/mol")
    print(f"MP2 delta {delta2*KJ:.2f} kJ/mol")

small, large = data["cc-pvdz"], data["aug-cc-pvdz"]
assert small["delta"] > large["delta"]
print("--- change from cc-pvdz to aug-cc-pvdz")
print(f"D_raw {(large['D_raw']-small['D_raw'])*KJ:.3f} kJ/mol")
print(f"D_CP  {(large['D_cp']-small['D_cp'])*KJ:.3f} kJ/mol")

# Ghost-atom energy against an explicitly built one-monomer Hamiltonian.
start, end = explicit_donor_scf(small["parts"][0].mol,
                                small["parts"][1].make_rdm1())
assert abs(start - small["E"][1]) < 1e-8
assert abs(end - small["E"][3]) < 1e-7
print("--- checks and neglected effects (cc-pvdz unless stated)")
print(f"donor delta, explicit SCF {(start-end)*KJ:.3f} kJ/mol")

# Large separation: no superposition error, pure dipole-dipole attraction.
R_far = 2e-9
x_far = np.array([small["r"], small["r"], R_far / A0, 0.0, 0.0])
_, cp_far, delta_far = interaction([p.e_tot for p in pieces(x_far, "cc-pvdz")])
mu = np.linalg.norm(small["mono"].dip_moment(unit="AU", verbose=0))
mu_si = mu * sc.e * A0
dipolar = -2 * mu_si**2 / (4 * np.pi * sc.epsilon_0 * R_far**3) / EH
assert abs(delta_far) < 1e-8
assert abs(cp_far / dipolar - 1) < 0.04
print(f"monomer dipole {mu_si:.3e} C m")
print(f"at 2 nm: CP {cp_far*KJ:.4f}, dipole law {dipolar*KJ:.4f} kJ/mol")

# Stretching the hydrogen bond: minimum, decay of delta, corrected surface.
h = 0.15
shift_R = np.array([0, 0, h, 0, 0])
E_minus = [p.e_tot for p in pieces(small["x"] - shift_R, "cc-pvdz")]
E_plus = [p.e_tot for p in pieces(small["x"] + shift_R, "cc-pvdz")]
assert min(E_minus[0], E_plus[0]) > small["E"][0]
_, cp_minus, delta_minus = interaction(E_minus)
_, cp_plus, delta_plus = interaction(E_plus)
assert delta_minus > small["delta"] > delta_plus
slope = (cp_plus - cp_minus) / (2 * h)
curve = (cp_plus + cp_minus - 2 * small["cp"]) / h**2
assert curve > 0
print(f"delta at R -/+ {h*PM:.2f} pm: {delta_minus*KJ:.3f}, "
      f"{delta_plus*KJ:.3f} kJ/mol")
print(f"CP surface: R shift {-slope/curve*PM:.2f} pm, "
      f"gain {slope**2/(2*curve)*KJ:.3f} kJ/mol")

# Nuclear motion and temperature.
w_mono = vibrations(small["mono"], 1)
w_dimer = vibrations(small["parts"][0], 6)
m_F, m_H = small["mono"].mol.atom_mass_list(isotope_avg=True)
reduced = m_F * m_H / (m_F + m_H) * sc.atomic_mass / sc.m_e
assert abs(reduced * w_mono[0]**2 / small["k"] - 1) < 0.01
zpe = 0.5 * (w_dimer.sum() - 2 * w_mono.sum())
T, pressure = 298.15, 1e5
dG = (thermal_gibbs(small["parts"][0].mol, w_dimer, T, pressure)
      - 2 * thermal_gibbs(small["mono"].mol, w_mono, T, pressure))
print(f"zero-point energy change {zpe*KJ:.2f} kJ/mol")
print(f"free-energy correction, {T} K, 1 bar: {dG:.1f} kJ/mol")
print(f"gas association free energy {dG-small['D_cp']*KJ:.1f} kJ/mol")

# Dielectric surroundings: rough Onsager estimate, equal total cavity volume.
eps_r, cavity = 78.0, 0.17e-9
mu1 = np.linalg.norm(large["mono"].dip_moment(unit="AU", verbose=0))
mu2 = np.linalg.norm(large["parts"][0].dip_moment(unit="AU", verbose=0))
factor = ((eps_r - 1) / (2 * eps_r + 1) * (sc.e * A0)**2
          / (4 * np.pi * sc.epsilon_0 * cavity**3) * sc.N_A / 1000)
solvent = -factor * (mu2**2 / 2 - 2 * mu1**2)
print(f"Onsager inputs: eps_r {eps_r:.0f}, cavity radius {cavity*1e9:.2f} nm")
print(f"dipoles (aug) {mu1*sc.e*A0:.3e}, {mu2*sc.e*A0:.3e} C m")
print(f"Onsager shift of dimer vs monomers {solvent:.1f} kJ/mol")
print("verified")
```

Printed output:

```
1 hartree = 2625.4996 kJ/mol
--- cc-pvdz: 38 dimer functions
free bond 90.149 pm, k = 1112.5 N/m
stretch donor 0.423, acceptor 0.352 pm
F-F distance 275.2 pm
donor H off axis 8.7 deg
acceptor angle F-F-H 114.1 deg
E free monomer          -100.01970689 hartree
E dimer                 -200.04865195 hartree
E donor, own basis      -100.01968434 hartree
E acceptor, own basis   -100.01969124 hartree
E donor, dimer basis    -100.02024494 hartree
E acceptor, dimer basis -100.02196317 hartree
rigid interaction raw -24.355, CP -16.918 kJ/mol
delta donor 1.472, acceptor 5.965 kJ/mol
delta total 7.437 kJ/mol
E_def 0.1003, harmonic 0.1013 kJ/mol
ratio delta/E_def 74.2
D_raw 24.255 kJ/mol = 251.4 meV
D_CP  16.818 kJ/mol = 174.3 meV
MP2 rigid interaction raw -28.20, CP -16.52 kJ/mol
MP2 delta 11.68 kJ/mol
--- aug-cc-pvdz: 64 dimer functions
free bond 90.018 pm, k = 1125.8 N/m
stretch donor 0.402, acceptor 0.222 pm
F-F distance 282.4 pm
donor H off axis 6.5 deg
acceptor angle F-F-H 119.0 deg
E free monomer          -100.03381621 hartree
E dimer                 -200.07379052 hartree
E donor, own basis      -100.03379560 hartree
E acceptor, own basis   -100.03380988 hartree
E donor, dimer basis    -100.03389477 hartree
E acceptor, dimer basis -100.03402165 hartree
rigid interaction raw -16.239, CP -15.422 kJ/mol
delta donor 0.260, acceptor 0.556 kJ/mol
delta total 0.816 kJ/mol
E_def 0.0707, harmonic 0.0714 kJ/mol
ratio delta/E_def 11.5
D_raw 16.168 kJ/mol = 167.6 meV
D_CP  15.352 kJ/mol = 159.1 meV
MP2 rigid interaction raw -18.21, CP -15.84 kJ/mol
MP2 delta 2.37 kJ/mol
--- change from cc-pvdz to aug-cc-pvdz
D_raw -8.087 kJ/mol
D_CP  -1.466 kJ/mol
--- checks and neglected effects (cc-pvdz unless stated)
donor delta, explicit SCF 1.472 kJ/mol
monomer dipole 6.399e-30 C m
at 2 nm: CP -0.0554, dipole law -0.0554 kJ/mol
delta at R -/+ 7.94 pm: 8.130, 6.791 kJ/mol
CP surface: R shift 7.08 pm, gain 0.322 kJ/mol
zero-point energy change 7.61 kJ/mol
free-energy correction, 298.15 K, 1 bar: 29.5 kJ/mol
gas association free energy 12.7 kJ/mol
Onsager inputs: eps_r 78, cavity radius 0.17 nm
dipoles (aug) 6.333e-30, 1.173e-29 C m
Onsager shift of dimer vs monomers 6.2 kJ/mol
verified
```
